# The first-order Laue zone ring of silicon along [001]

**Common data.** A silicon crystal is viewed along [001] with electrons of kinetic energy $T=200$ keV. The cubic lattice parameter is $a=5.4310$ Å, the electron rest energy is $mc^2=510.999$ keV, and $hc=12.398$ keV Å. The beam travels along $+z$, antiparallel or parallel to [001]; the two choices give the same ring radii.

Reciprocal vectors follow the crystallographers' convention: $|\mathbf g|=1/d$ for planes of spacing $d$, a plane wave is $e^{2\pi i\mathbf k\cdot\mathbf r}$, and $K=|\mathbf k|=1/\lambda$. Scattering is elastic, and the crystal is perfect. Until part (f) the geometry is that of single scattering, with the vacuum wavelength used inside the crystal. The radius of a Laue ring means the component of $\mathbf g$ perpendicular to the zone axis.

## (a) Wavelength

**Question.** Find the radius $K$ of the Ewald sphere.

**Answer.** The total energy is $E=T+mc^2$, and $E^2=(pc)^2+(mc^2)^2$. Therefore

$$(pc)^2=(T+mc^2)^2-(mc^2)^2=T^2+2T\,mc^2 .$$

With energies in keV,

$$pc=\sqrt{200^2+2(200)(510.999)}=494.37\ \text{keV}.$$

The de Broglie relation $\lambda=h/p=hc/(pc)$ then gives

$$\lambda=\frac{12.398}{494.37}=0.02508\ \text{Å},\qquad K=\frac1\lambda=39.87\ \text{Å}^{-1}.$$

The term $T^2$ is absent from the nonrelativistic momentum. It matters here because $T$ is a sizeable fraction of $mc^2$; its effect on the ring is given in part (c).

## (b) Spacing of the reciprocal-lattice layers

**Question.** Find the spacing $H$ of the layers perpendicular to [001], and decide whether the two-atom basis of silicon extinguishes the first layer.

**Answer.** Let $\mathbf t$ be the shortest lattice vector along the zone axis. Every reciprocal-lattice vector satisfies $\mathbf g\cdot\mathbf t=n$ with $n$ an integer, so its component along the axis is $n/|\mathbf t|$. All integers occur: $\mathbf t$ can be taken as the first vector of a primitive basis, and the matching reciprocal basis vector $\mathbf b_1$ has $\mathbf b_1\cdot\mathbf t=1$. The layer spacing is therefore

$$H=\frac1{|\mathbf t|}.$$

The points of the face-centred cubic lattice are $\tfrac a2(n_1,n_2,n_3)$ with $n_1+n_2+n_3$ even. The point $\tfrac a2(0,0,1)$ has an odd sum and is not a lattice point, whereas $\tfrac a2(0,0,2)$ is. Thus $|\mathbf t|=a$ and

$$H=\frac1a=0.1841\ \text{Å}^{-1}.$$

A layer gives a ring only if its structure factors do not all vanish. The cubic cell holds four lattice points, each with atoms at $(0,0,0)$ and $(\tfrac14,\tfrac14,\tfrac14)$. For identical atoms of scattering factor $f$,

$$F=f\left[1+e^{-i\pi(k+l)}+e^{-i\pi(h+l)}+e^{-i\pi(h+k)}\right]\left[1+e^{-i\pi(h+k+l)/2}\right].$$

The first bracket is 4 when $h,k,l$ have the same parity and 0 otherwise. In a layer with $l=\pm1$, the indices that survive are all odd. Their sum is then odd, and the second bracket is $1+i$ or $1-i$, of modulus $\sqrt2$. Hence

$$|F|=4\sqrt2\,f\neq0 ,$$

and the first layer is present.

The central pattern alone can mislead about this spacing. Its reflections have $l=0$ and even $h,k$, with $h+k$ a multiple of 4, while the first layer has odd $h,k$. The layer height follows from the three-dimensional lattice.

## (c) Radius of the ring

**Question.** Show that the first-order Laue zone ring has a radius near $3.8$ Å$^{-1}$. Find also the second ring, and state the small-angle limit.

**Answer.** Elastic scattering from $\mathbf k_0$ to $\mathbf k_0+\mathbf g$ preserves the length of the wave vector:

$$|\mathbf k_0+\mathbf g|^2=|\mathbf k_0|^2
\quad\Longrightarrow\quad
2\mathbf k_0\cdot\mathbf g+g^2=0 .$$

Since $g^2>0$, the product $\mathbf k_0\cdot\mathbf g$ must be negative. The Ewald sphere touches the origin of reciprocal space and curves back towards the source, so it meets layers with $g_z<0$. For the first of these write

$$\mathbf k_0=(0,0,K),\qquad \mathbf g=(\mathbf g_t,-H),\qquad |\mathbf g_t|=R .$$

Then $2\mathbf k_0\cdot\mathbf g=-2KH$ and $g^2=R^2+H^2$. The elastic condition becomes

$$-2KH+R^2+H^2=0,
\qquad\text{so}\qquad
\boxed{R=\sqrt{2KH-H^2}} .$$

With $2KH=14.6836$ Å$^{-2}$ and $H^2=0.0339$ Å$^{-2}$,

$$R=\sqrt{14.6836-0.0339}=3.83\ \text{Å}^{-1}=38.3\ \text{nm}^{-1}.$$

This is the required value near 3.8 Å$^{-1}$. Solving the elastic condition numerically for $R$, without the closed formula, was used as a test and gave the same radius.

The full length of $\mathbf g$ on the ring is $\sqrt{2KH}=3.832$ Å$^{-1}$, against a transverse component of $3.827$ Å$^{-1}$. The corresponding plane spacing is $d=0.261$ Å. In the convention $|\mathbf g|=2\pi/d$, the same ring has radius $24.05$ Å$^{-1}$.

For $H\ll K$ the term $H^2$ can be dropped:

$$R\simeq\sqrt{2KH}=\sqrt{\frac{2}{\lambda a}} .$$

The relative excess of this approximation is about $H/(4K)$, or 0.1% here. It also shows how the ring responds to its inputs: to first order,

$$\frac{\delta R}{R}\simeq-\frac12\left(\frac{\delta\lambda}{\lambda}+\frac{\delta a}{a}\right).$$

The nonrelativistic wavelength would give $R=3.66$ Å$^{-1}$, which is 4.4% below the relativistic result.

Replacing $H$ by $nH$ gives the ring of layer $n$:

$$R_n=\sqrt{2KnH-n^2H^2}.$$

For $n=2$ this is $5.41$ Å$^{-1}$. That layer is also present in silicon, since even indices with $h+k+l$ a multiple of 4 have $|F|=8f$. The ratio of the two radii is close to $\sqrt2$, as the small-angle limit requires. Forward scattering needs $nH<K$; a layer with $nH>2K$ does not meet the sphere at all.

## (d) Reflections near the ring

**Question.** The reciprocal lattice is discrete. Find the families of first-layer reflections nearest to the circle on either side, and explain how a strictly parallel beam can excite them.

**Answer.** A first-layer reflection has $|\mathbf g_t|^2=(h^2+k^2)/a^2$. To lie on the sphere it would need

$$h^2+k^2=(Ra)^2=2KHa^2-H^2a^2=\frac{2a}{\lambda}-1=432.1,$$

where $H=1/a$ was used. The square of an odd number leaves remainder 1 on division by 8, so $h^2+k^2$ leaves remainder 2. The candidates nearest to 432.1 are

$$410,\;418,\;426\quad\text{below},\qquad 434,\;442\quad\text{above}.$$

Take $h\ge k$, so that $h^2$ is at least half the sum. For 418, 426 and 434 this leaves $h=15,17,19$. Subtracting $225,289,361$ gives

- $418$: remainders $193,129,57$;
- $426$: remainders $201,137,65$;
- $434$: remainders $209,145,73$.

None is a square. The nearest families are therefore

$$410=17^2+11^2=19^2+7^2,\qquad 442=19^2+9^2=21^2+1^2,$$

with radii $3.728$ and $3.871$ Å$^{-1}$.

Neither lies on the sphere. In a flat foil perpendicular to the beam, the transverse wave vector changes by $\mathbf g_t$, and energy conservation fixes the outgoing longitudinal component as $\sqrt{K^2-g_t^2}$. The lattice would supply $K-H$. The mismatch is the excitation error

$$s=\sqrt{K^2-g_t^2}-(K-H).$$

It equals $+0.0094$ Å$^{-1}$ for the 410 family, which lies inside the sphere, and $-0.0042$ Å$^{-1}$ for the 442 family, which lies outside.

Contributions from different depths of a foil of thickness $D$ add with this phase mismatch:

$$\left|\int_0^D e^{-2\pi isz}\,dz\right|=\left|\frac{\sin(\pi sD)}{\pi s}\right|.$$

The central maximum of this function of $s$ ends at $|s|=1/D$. The 410 and 442 families lie within it for foils thinner than 10.6 nm and 23.7 nm respectively. In thicker foils they fall on the weaker side maxima or near the zeros between them. A parallel-beam pattern thus shows spots near the circle, and its apparent radius can differ from $R$ by a few per cent.

## (e) Convergent illumination

**Question.** The beam now fills a cone of half-angle 5 mrad. Show that the bright lines in the first-layer discs lie close to one circle of radius $R$, although the reflections themselves have different radii.

**Answer.** Consider one incident direction in the cone, at angle $\theta$ to the zone axis. Its longitudinal component is $K\cos\theta$. A reflection in the first layer changes this to $K\cos\theta-H$. If the Bragg condition is satisfied, the outgoing wave vector again has length $K$, so its transverse part obeys

$$k_t^2=K^2-(K\cos\theta-H)^2
=K^2\sin^2\theta+2KH\cos\theta-H^2 .$$

The indices $h,k$ have dropped out. They decide which incident directions satisfy the Bragg condition, but not the radius at which the scattered wave leaves for a given $\theta$. Subtracting $R^2=2KH-H^2$ gives

$$k_t^2-R^2=K^2\sin^2\theta-2KH(1-\cos\theta).$$

Because $\sin^2\theta=(1-\cos\theta)(1+\cos\theta)$, the right side is $K(1-\cos\theta)[K(1+\cos\theta)-2H]$. This is not negative here, since $H\ll K$. It is also at most $K^2\sin^2\theta$. Dividing by $k_t+R\ge2R$,

$$0\le k_t-R\le\frac{K^2\sin^2\theta}{2R}.$$

For $\theta\le5$ mrad the upper bound is

$$\frac{(39.87\times0.005)^2}{2(3.8275)}=0.0052\ \text{Å}^{-1}.$$

The tilt needed by a given reflection follows from the elastic condition. For a tilt in the plane of $\mathbf g_t$ and the axis,

$$2Kg_t\sin\theta-2KH\cos\theta+g_t^2+H^2=0 .$$

Setting $\cos\theta\simeq1$ and using $2KH-H^2=R^2$,

$$\sin\theta\simeq\frac{R^2-g_t^2}{2Kg_t}.$$

This gives about $+2.5$ mrad for the 410 family and $-1.1$ mrad for the 442 family, the sign being relative to $\mathbf g_t$. Both directions are inside the cone.

Solving the tilt condition numerically for the actual reflections, with tilts in the plane of $\mathbf g_t$ and the axis, tests the argument at one point of each line. Six values of $h^2+k^2$ are excited within the 5 mrad cone. Their lattice radii run from $3.655$ to $3.975$ Å$^{-1}$, but these points of their bright lines lie between $3.828$ and $3.832$ Å$^{-1}$. Each line continues to the edge of its disc, where $\theta=5$ mrad and the formula for $k_t$ gives $3.833$ Å$^{-1}$, still within the bound. The reflection discs are centred at different radii, and each line is displaced within its disc so as to fall near the common circle. At 5 mrad neighbouring first-layer discs overlap slightly, because their diameter, $0.399$ Å$^{-1}$, exceeds the smallest spacing of their centres, $2/a=0.368$ Å$^{-1}$.

Since $k_t$ is measured from the zone axis, the circle is centred on that axis. A small specimen tilt moves the direct beam away from the centre of the ring.

## (f) Reading and correcting the ring

**Question.** How does a flat screen distort the radius? Estimate the effects of dynamical diffraction, refraction and temperature, and judge whether the value in part (c) survives.

**Answer.** For incidence along the axis the scattering angle $\phi$ satisfies

$$\sin\phi=\frac RK,\qquad \phi=96.1\ \text{mrad}.$$

A flat screen at distance $L$, perpendicular to the axis and free of lens distortion, records $r=L\tan\phi$. Dividing by $\lambda L$ gives $K\tan\phi=3.845$ Å$^{-1}$. This reading is 0.5% above $R$; the correct conversion is $R=K\sin[\arctan(r/L)]$.

Repeated scattering within the zero layer turns the incident wave into Bloch states with longitudinal wave vectors $K+\gamma$. Here $K$ is temporarily the mean wave number inside the crystal. With amplitudes $C_{\mathbf g}$ and potential coefficients $U_{\mathbf g}$ in Å$^{-2}$, the wave equation gives

$$\left[K^2-(K+\gamma)^2-g^2\right]C_{\mathbf g}
+\sum_{\mathbf h\ne\mathbf g}U_{\mathbf g-\mathbf h}C_{\mathbf h}=0 .$$

Expanding the square and neglecting $\gamma^2$ beside $2K\gamma$,

$$2K\gamma\,C_{\mathbf g}=-g^2C_{\mathbf g}
+\sum_{\mathbf h\ne\mathbf g}U_{\mathbf g-\mathbf h}C_{\mathbf h}.$$

A weakly coupled first-layer wave then leaves with longitudinal component $K+\gamma-H$, so

$$R_\gamma^2=K^2-(K+\gamma-H)^2
=2K(H-\gamma)-(H-\gamma)^2 .$$

This is the ring formula with $H$ replaced by $H-\gamma$. A state with positive $\gamma$ has a smaller ring, and one with negative $\gamma$ a larger ring. The formula treats the outgoing first-layer wave as a single plane wave. First-layer reflections also scatter into one another through the zero-layer coefficients, and this matters when two linked reflections are near the Bragg condition together. In a 300 nm model crystal with Hartree–Fock densities, tilted along $\mathbf g_t$, the line of $(h,k)=(15,13)$, linked to $(13,15)$ by a 220 vector, moves outwards by about $0.007$ Å$^{-1}$; seven other lines near the ring move by $0.002$ Å$^{-1}$ or less.

A calculation with 101 zero-layer beams, atomic densities from Slater's screening rules and a potential damped by a Debye–Waller factor with $B=0.5$ Å$^2$ gives $\gamma=0.00058$ Å$^{-1}$ for the highest state. This state carries 82% of the incident intensity, and its ring radius is $3.822$ Å$^{-1}$, a shift of $-0.006$ Å$^{-1}$. Raising the number of beams to 293 leaves these digits unchanged. They do depend on $B$: with $B=0.25$ Å$^2$ the values are $0.00063$ Å$^{-1}$, about 80% and $3.821$ Å$^{-1}$. They also depend on the atomic model: at $B=0.5$ Å$^2$, Hartree–Fock densities give $\gamma=0.00060$ Å$^{-1}$, 81% and $3.821$ Å$^{-1}$. As a test, a weakly coupled outer beam was propagated through 500 nm of this model crystal; within 0.015 Å$^{-1}$ of $R$, its intensity peaked at the same radius.

The highest state is not the only one excited. The mean potential is already contained in $K$, so the values of $\gamma$, weighted by the incident intensity in each state, average to zero. The remaining intensity must therefore have a negative mean $\gamma$. Most of it, about 18% of the total, is in a second state with $\gamma\approx-0.0025$ Å$^{-1}$. This state gives a weaker ring near $3.85$ Å$^{-1}$, outside $R$. The two values of $\gamma$ differ by about $0.003$ Å$^{-1}$. The inverse of this difference is roughly 30 nm, and the foil must be clearly thicker than that before the rings separate. For axial incidence in this model, foils of 10, 20, 30 and 40 nm show one main peak within about $0.01$ Å$^{-1}$ of $R$. At 60 nm a second peak is distinct near $3.85$ Å$^{-1}$, with about a third of the main peak's intensity.

Refraction and heating shift the ring much less. The mean inner potential of the model, 13.4 V, changes $K$ inside the crystal. At a flat exit face the transverse wave vector is conserved, and the resulting change of $R$ is positive and below $0.0001$ Å$^{-1}$. Warming by 100 K at fixed beam energy, with a rough expansion coefficient of $2.6\times10^{-6}$ K$^{-1}$, changes it by $-0.0005$ Å$^{-1}$.

Thermal vibration affects visibility more strongly than position. It multiplies the intensity by $e^{-Bg^2/2}$. With a rough room-temperature value $B=0.5$ Å$^2$ the factor is 0.025; with a rough value $B=0.25$ Å$^2$ near 100 K it is 0.16. At fixed atomic scattering factor, cooling therefore strengthens the ring about sixfold in this single-scattering estimate. The gain depends exponentially on the drop in $B$: a drop of $0.23$ Å$^2$ instead of $0.25$ Å$^2$ would give a factor of 5.4.

The beam energy and lattice parameter are those of an ordinary transmission-microscope experiment on silicon, and 5 mrad is a moderate convergence. A real foil may be strained, which breaks the assumption of a perfect lattice. The ring responds to the lattice period along the beam: a uniform 1% extension in that direction, at fixed wavelength, lowers $R$ by about 0.5%, or $0.02$ Å$^{-1}$. With these corrections the main ring stays at 3.8 Å$^{-1}$ to two figures, while the weaker ring of the second Bloch state lies about 0.7% outside $R$ for axial incidence, and 0.4–0.5% outside at a tilt of 5 mrad. For a comparison at the level of 0.5% or finer, the screen reading must be converted through the angle, and the rings of the two Bloch states must be told apart.

## Computed values

```
Lattice parameter a = 5.4310 A
Beam energy = 200 keV
Electron rest energy = 510.999 keV
Momentum times c = 494.37 keV
Wavelength = 0.025079 A
Ewald radius K = 39.8735 1/A
Layer spacing H = 0.18413 1/A
2KH = 14.6836 1/A^2; H^2 = 0.03390 1/A^2
FOLZ ring radius R = 3.8275 1/A
FOLZ ring radius, converted = 38.27 1/nm
Full length |g| on ring = 3.8319 1/A
Spacing d = 1/|g| on ring = 0.2610 A
R in 2 pi/d convention = 24.049 1/A
R with nonrelativistic wavelength = 3.6598 1/A
Second-order ring radius = 5.4066 1/A
Scattering angle = 96.14 mrad
Flat-screen reading K tan(phi) = 3.8452 1/A
(R a)^2 = 432.11 (no unit)
h^2+k^2 = 410, (h,k) = [(17, 11), (19, 7)]
  radius = 3.7283 1/A; s = 0.00944 1/A; 1/|s| = 10.6 nm
h^2+k^2 = 442, (h,k) = [(19, 9), (21, 1)]
  radius = 3.8711 1/A; s = -0.00423 1/A; 1/|s| = 23.7 nm
Convergence half-angle = 5.0 mrad
Families of h^2+k^2 excited = 6 (count)
Their lattice radii = 3.6548 to 3.9748 1/A
Their bright-line radii = 3.8277 to 3.8316 1/A
Largest line deviation from R = 0.00406 1/A
Zero-layer beams = 101 (count)
Top Bloch-state shift gamma = 0.000576 1/A
Its weight in the incident wave = 0.822 (no unit)
Ring radius for this state = 3.8215 1/A
Propagated peak radius = 3.8215 1/A
Thickness in propagation test = 500 nm
Dynamical shift of R = -0.00597 1/A
Mean inner potential, Slater atoms = 13.4 V
Refraction shift of R = 0.000075 1/A
Rough expansion coefficient = 2.6e-06 1/K
Shift of R for 100 K warming = -0.00050 1/A
Debye-Waller intensity factor, room temperature, rough B = 0.5 A^2: 0.025 (no unit)
Debye-Waller intensity factor, about 100 K, rough B = 0.25 A^2: 0.160 (no unit)
```
